# Fermi resonance of two vibrational modes with frequency ratio two

**The system.** Two vibrational modes are described by dimensionless coordinates $q_j$ and momenta $p_j$ with $[q_j,p_k]=i\delta_{jk}$. Their Hamiltonian is

$$H=\tfrac12\hbar\omega_1(p_1^2+q_1^2)+\tfrac12\hbar\omega_2(p_2^2+q_2^2)+g\,q_1q_2^2,\qquad \omega_1=2\omega_2 .$$

The coupling $g$ is a real energy with $|g|\ll\hbar\omega_2$. The harmonic states are written $|n_1,n_2\rangle$. For numbers take $\hbar\omega_1=60$ meV, $\hbar\omega_2=30$ meV, $g=2$ meV, a temperature of 350 K and a phonon lifetime of 3 ps.

## Part (a)

**Question.** Find the lowest pair of harmonic states that are degenerate, and the matrix element of the coupling between them.

**Answer.** Without coupling the energies are

$$E_{n_1n_2}=\hbar\omega_1(n_1+\tfrac12)+\hbar\omega_2(n_2+\tfrac12)=\hbar\omega_2\left(2n_1+n_2+\tfrac32\right).$$

The sum $2n_1+n_2$ equals 0 for $|0,0\rangle$ alone and 1 for $|0,1\rangle$ alone. It equals 2 for both $|1,0\rangle$ and $|0,2\rangle$, which form the first degenerate pair.

The commutator is satisfied by $q=(a+a^\dagger)/\sqrt2$ with $[a,a^\dagger]=1$, so $\langle n+1|q|n\rangle=\sqrt{(n+1)/2}$. Squaring gives $q^2=\frac12(a^2+a^{\dagger2}+2a^\dagger a+1)$, and therefore

$$\langle n|q^2|n\rangle=n+\tfrac12,\qquad \langle n+2|q^2|n\rangle=\tfrac12\sqrt{(n+1)(n+2)} .$$

The required element is a product, because each factor acts on one mode:

$$W=g\,\langle1|q_1|0\rangle\langle0|q_2^2|2\rangle=g\cdot\frac1{\sqrt2}\cdot\frac{\sqrt2}{2}=\frac g2 .$$

One quantum of mode 1 is exchanged for two quanta of mode 2.

## Part (b)

**Question.** Show that the doublet splits by $|g|$ to leading order. State how this depends on the definition of $q$.

**Answer.** The degenerate states must be mixed before any perturbation series is used. The diagonal elements of the coupling vanish, since $\langle n|q_1|n\rangle=0$. Measured from the common harmonic energy, the block is

$$\begin{pmatrix}0&g/2\\ g/2&0\end{pmatrix},\qquad \varepsilon^2-\frac{g^2}{4}=0,\qquad \varepsilon_\pm=\pm\frac{|g|}{2}.$$

All other states lie at least $\hbar\omega_2$ away, and they shift the levels only at order $g^2/\hbar\omega_2$. Hence

$$\Delta=\varepsilon_+-\varepsilon_-=|g| .$$

For $g>0$ the eigenstates are $(|1,0\rangle\pm|0,2\rangle)/\sqrt2$, the plus sign belonging to the upper level. Neither level is a pure excitation of one mode.

The factor one belongs to $q=(a+a^\dagger)/\sqrt2$. If the coordinates were defined as $a+a^\dagger$, the same form of coupling would have $W=g\cdot1\cdot\sqrt2$ and a splitting of $2\sqrt2\,|g|$. A quoted coupling constant therefore needs its convention.

## Part (c)

**Question.** Find the first correction to the splitting, and the shares of $|1,0\rangle$ in the two levels.

**Answer.** Use $\hbar\omega_2=1$ as the unit of energy and take $g>0$. The substitution $q_1\to-q_1$ turns $g$ into $-g$ without changing the spectrum, so the result for $|g|$ covers both signs.

Let $P$ project on the pair, $Q=1-P$, and $V=gq_1q_2^2$. The $Q$ part of $H\psi=E\psi$ gives $Q\psi=(E-QHQ)^{-1}QVP\psi$. Inserting this in the $P$ part leaves an effective Hamiltonian for the pair,

$$H_{\rm eff}(E)=PHP+PVRVP+PVRVRVP+\dots,\qquad R=\frac{Q}{E-H_0}.$$

The outside states reached from each member, with matrix elements in units of $g$ and gaps $E_{\rm pair}-E_k$, are:

- from $|1,0\rangle$: $|0,0\rangle$ with $\frac1{2\sqrt2}$ and gap $2$; $|2,0\rangle$ with $\frac12$ and gap $-2$; $|2,2\rangle$ with $\frac1{\sqrt2}$ and gap $-4$;
- from $|0,2\rangle$: $|1,2\rangle$ with $\frac5{2\sqrt2}$ and gap $-2$; $|1,4\rangle$ with $\sqrt{\frac32}$ and gap $-4$.

The second-order shifts are the squares divided by the gaps:

$$D_1=g^2\left(\tfrac1{16}-\tfrac18-\tfrac18\right)=-\tfrac3{16}g^2,\qquad D_2=g^2\left(-\tfrac{25}{16}-\tfrac38\right)=-\tfrac{31}{16}g^2 .$$

Thus $|1,0\rangle$ ends above $|0,2\rangle$ by an effective detuning

$$\delta=D_1-D_2=\tfrac74g^2 .$$

There is no second-order off-diagonal element: two factors of $q_1$ change $n_1$ by an even number, whereas the pair differs by one. For the same reason there is no third-order diagonal element. The third-order off-diagonal element is a sum over two intermediate states. The inner elements are $\frac12$ for $|0,0\rangle$–$|1,2\rangle$, $\frac1{\sqrt2}$ for $|2,0\rangle$–$|1,2\rangle$, $\frac52$ for $|2,2\rangle$–$|1,2\rangle$ and $\sqrt3$ for $|2,2\rangle$–$|1,4\rangle$. In this order the four paths give

$$X=g^3\left(-\tfrac5{64}+\tfrac5{32}+\tfrac{25}{64}+\tfrac3{32}\right)=\tfrac9{16}g^3 .$$

The second-order terms also depend on $E$. With $\varepsilon=E-E_{\rm pair}$, expanding $1/(\varepsilon+\text{gap})$ turns $D_j$ into $D_j-\varepsilon S_j$, where $S_j$ is the sum of squares over squared gaps:

$$S_1=g^2\left(\tfrac1{32}+\tfrac1{16}+\tfrac1{32}\right)=\tfrac18g^2,\qquad S_2=g^2\left(\tfrac{25}{32}+\tfrac3{32}\right)=\tfrac78g^2 .$$

The secular equation is then

$$\left[(1+S_1)\varepsilon-D_1\right]\left[(1+S_2)\varepsilon-D_2\right]=(W+X)^2 .$$

Dividing by $(1+S_1)(1+S_2)$ changes the $D_j$ only at order $g^4$, but it reduces the coupling at order $g^3$:

$$W_{\rm eff}=(W+X)\left(1-\frac{S_1+S_2}2\right)=\frac g2+\left(\frac9{16}-\frac14\right)g^3=\frac g2+\frac5{16}g^3 .$$

A two-level block with detuning $\delta$ and coupling $W_{\rm eff}$ splits by $\sqrt{4W_{\rm eff}^2+\delta^2}$. To the order kept,

$$\Delta=g\sqrt{1+\tfrac54g^2+\tfrac{49}{16}g^2}=g\left(1+\tfrac{69}{32}g^2\right).$$

Restoring units,

$$\boxed{\Delta=|g|\left[1+\frac{69}{32}\left(\frac g{\hbar\omega_2}\right)^2+\dots\right]}$$

The relative correction is quadratic, so the leading law is better than the size of $g/\hbar\omega_2$ alone suggests. Diagonalizing $H$ on a position grid (sinc functions, 31 points per coordinate, spacing 0.42) gives $\Delta/g=1.00346$, $1.00086$ and $1.00022$ for $g/\hbar\omega_2=0.04$, $0.02$ and $0.01$. The excess falls by a factor of about four at each halving.

The eigenvectors of the block have $|1,0\rangle$ weights $\frac12(1\pm\delta/\Delta)$, with the larger weight in the upper level.

## Part (d)

**Question.** Evaluate the doublet for the given numbers. If one quantum is placed in mode 1 at $t=0$, when has it passed to mode 2?

**Answer.** Here $W=1$ meV and $(g/\hbar\omega_2)^2=(2/30)^2=0.00444$. The leading splitting is 2 meV, and the corrected one is

$$\Delta=2\left(1+2.156\times0.00444\right)=2.019\ \text{meV}.$$

The grid calculation also gives 2.019 meV, or 16.3 cm$^{-1}$. Its levels lie 58.86 and 60.88 meV above the ground state.

Their mean, 59.87 meV, is below 60 meV for a reason already at hand. The pair's mean shift is $\frac12(D_1+D_2)=-\frac{17}{16}g^2/\hbar\omega_2$. The ground state couples to $|1,0\rangle$ (squared element $\frac18g^2$, gap $-2\hbar\omega_2$) and to $|1,2\rangle$ ($\frac14g^2$, gap $-4\hbar\omega_2$), so it moves by $-\frac18g^2/\hbar\omega_2$. The difference is $-\frac{15}{16}\times\frac4{30}=-0.125$ meV.

The detuning is $\delta=\frac74\times\frac4{30}=0.233$ meV. The predicted weights of $|1,0\rangle$ are $\frac12(1\pm0.233/2.019)=0.558$ and $0.442$; the grid gives 0.558 and 0.441.

For the motion, expand $|1,0\rangle$ in the two leading-order eigenstates. Their phases separate at the rate $g/\hbar$, so the amplitude on $|0,2\rangle$ is, apart from a common phase,

$$\tfrac12\left(e^{-igt/2\hbar}-e^{igt/2\hbar}\right)=-i\sin\frac{gt}{2\hbar},\qquad P_{02}(t)=\sin^2\frac{gt}{2\hbar}.$$

Transfer is complete at $t=\pi\hbar/g=1.03$ ps in this order. The full grid evolution gives $P_{02}=0.981$ at that time. The detuning alone limits the transfer to $1-(\delta/\Delta)^2=0.987$. The two levels also contain states outside the pair, which reduces the amplitude on each pair member by $(1+S_j)^{-1/2}$, with $S_j$ from part (c). The probability is thereby multiplied by about $1-(S_1+S_2)$, where $S_1+S_2=(g/\hbar\omega_2)^2=0.004$. This accounts for most of the remaining difference of 0.006. Without damping the quantum then returns: this is an oscillation of energy between modes, not yet relaxation into heat.

## Part (e)

**Question.** How is the splitting changed by (i) imperfect frequency matching and further anharmonic terms, (ii) a doubly degenerate lower mode, (iii) thermal occupation, and (iv) damping of one state?

**Answer.** (i) Let $d=\hbar\omega_1-2\hbar\omega_2$. The block now has diagonal elements $\pm d/2$ about its mean, so $\Delta=\sqrt{g^2+d^2}$ to leading order. The resonance is lost when $|d|\gg|g|$: the separation is then mainly the harmonic mismatch.

A change of $\omega_1$ by one percent gives $d=\pm0.6$ meV. The grid splittings are 2.17 meV for the increase and 2.04 meV for the decrease. They differ because $d$ adds to the positive $\delta=0.23$ meV in the first case and opposes it in the second.

A term $u\,q_2^4$ acts similarly. Inserting a complete set between two factors of $q_2^2$ gives

$$\langle2|q_2^4|2\rangle=\tfrac12+\tfrac{25}4+3=\tfrac{39}4,\qquad \langle0|q_2^4|0\rangle=\tfrac14+\tfrac12=\tfrac34 .$$

It raises $|0,2\rangle$ relative to $|1,0\rangle$ by $9u$. If $|u|=g^2/\hbar\omega_1=0.067$ meV, a natural size for a term one order higher in anharmonicity, this is 0.6 meV. The grid gives 2.02 meV for positive $u$ and 2.20 meV for negative $u$. The $9u$ detuning alone would give 2.04 and 2.17 meV. Most of the rest arises because the quartic term also changes the effective coupling at order $gu/\hbar\omega_2$: $2W_{\rm eff}$ goes from 2.006 meV to 1.989 meV for positive $u$ and to 2.023 meV for negative $u$. For negative $u$ the detuning is also slightly larger than the $9u$ rule gives, 0.86 instead of 0.84 meV. A term $f q_1^3$ with $f=\pm2$ meV gives 2.04 and 2.03 meV. In a real potential the coefficient $69/32$ is therefore not the whole correction, since these terms enter at the same order in $g/\hbar\omega_2$ and can be larger: the negative quartic term changes the splitting by 0.18 meV, against 0.02 meV from the $69/32$ term.

(ii) Let the coupling be $g q_1(q_x^2+q_y^2)$, with both lower modes at $\omega_2$. State $|1,0,0\rangle$ couples with $g/2$ to each of $|0,2,0\rangle$ and $|0,0,2\rangle$. Their normalized sum has coupling $2(g/2)/\sqrt2=g/\sqrt2$, so the outer levels split by $\sqrt2\,|g|$. The normalized difference and $|0,1,1\rangle$ are not coupled to $|1,0,0\rangle$ and remain between them at first order.

(iii) At 350 K, $k_BT=30.2$ meV. The harmonic populations are 0.54 in $|0,0\rangle$ and 0.20 in $|0,1\rangle$. Adding a quantum of mode 1 to the latter reaches the pair $|1,1\rangle,|0,3\rangle$, whose coupling is

$$g\,\frac1{\sqrt2}\,\frac{\sqrt6}{2}=\frac{\sqrt3}{2}g .$$

This hot pair splits by $\sqrt3\,|g|=3.46$ meV to leading order, and by 3.50 meV on the grid. A spectrum at this temperature is thus not a single doublet.

(iv) Let one state decay with energy width $\gamma=\hbar/\tau$. Its diagonal element becomes $-i\gamma/2$, and

$$\varepsilon^2+\frac{i\gamma}{2}\varepsilon-\frac{g^2}4=0,\qquad \varepsilon_\pm=-\frac{i\gamma}4\pm\frac12\sqrt{g^2-\frac{\gamma^2}4}.$$

For $\gamma<2|g|$ the real separation is $\sqrt{g^2-\gamma^2/4}$. With $\tau=3$ ps, $\gamma=0.219$ meV and the leading 2 meV becomes 1.997 meV. Equal widths would leave the separation unchanged. For $\gamma>2|g|$ the real separation vanishes, and the exchange is overdamped.

**Comparison with silicon.** The energy and lifetime are roughly those of the optical phonon in silicon, about 60 meV and a few picoseconds; such phonons are emitted by hot electrons in a transistor. The 2 meV coupling is a round model value and should not be assigned to one phonon pair in a bulk crystal. In a crystal of $N$ cells each normal coordinate carries an amplitude $N^{-1/2}$ per cell, so a local cubic term summed over the cells gives a coupling proportional to $N\,N^{-3/2}=N^{-1/2}$ for pairs that conserve crystal momentum, and zero for the others; there are of order $N$ such pairs. The optical phonon then meets a continuum of weakly coupled pairs instead of one strongly coupled state. This breaks the central assumption of the model. In silicon the pair energies spread over tens of meV, far more than the coupling, so the 2 meV doublet is replaced by a broadened line, whose width for a 3 ps lifetime is about 0.2 meV. The wide spread is essential: the squared couplings of the $N$ pairs add up to a value independent of $N$, so pairs of nearly equal energy could still produce a splitting. The doublet applies to an isolated pair of modes, as in a molecule or a sufficiently localized vibration.

## Part (f)

**Question.** The potential has no lower bound. Explain why it still makes sense to speak of levels for the given numbers.

**Answer.** Take $g>0$ and group the potential as

$$V=\tfrac12\hbar\omega_1q_1^2+q_2^2\left(\tfrac12\hbar\omega_2+gq_1\right).$$

If $q_1<-q_c$, with $q_c=\hbar\omega_2/2g$, the bracket is negative and $V\to-\infty$ as $|q_2|$ grows. The doublet states are therefore resonances, and the series in part (c) describes their positions asymptotically.

For $q_1\ge-q_c$ the bracket is not negative, so $V\ge\frac12\hbar\omega_1q_1^2$. Every escape path must cross $q_1=-q_c=-7.5$, where for all $q_2$

$$V=\frac{\hbar\omega_1(\hbar\omega_2)^2}{8g^2}=\frac{60\times900}{32}=1687.5\ \text{meV}.$$

The upper doublet level is only $E=105.9$ meV above the well bottom. The grid used above ends at $|q_j|=6.3$, inside this line, so its levels represent the well.

The semiclassical tunnelling exponent is $2\int\sqrt{2(V-E)}\,ds$, with $ds^2=dq_1^2/\hbar\omega_1+dq_2^2/\hbar\omega_2$ fixed by the kinetic energy. Since $ds\ge|dq_1|/\sqrt{\hbar\omega_1}$, the bound on $V$ gives

$$2\int\sqrt{2(V-E)}\,ds\ \ge\ 2\int_b^{q_c}\sqrt{q^2-b^2}\,dq=47.2,\qquad b^2=\frac{2E}{\hbar\omega_1}=3.53 .$$

With one attempt per period of mode 1, the estimated escape rate is at most about $5\times10^{-8}$ s$^{-1}$. This is negligible beside a 3 ps lifetime. The conclusion depends on weak coupling. The barrier falls as $1/g^2$ and comes down to the doublet energy, about $3.5\,\hbar\omega_2$, when $|g|$ is roughly a quarter of $\hbar\omega_2$. This marks where escape starts to matter, not a sharp end of the levels. Computed as complex resonance energies, the doublet widths are about $10^{-5}\,\hbar\omega_2$ at $|g|=0.25\,\hbar\omega_2$ and $(3\text{–}4)\times10^{-3}\,\hbar\omega_2$ at $|g|=0.3\,\hbar\omega_2$, about one percent of the splitting. They grow steeply with $|g|$ in this range, and only stabilizing higher terms turn the resonances into true bound levels.
